# The Schiff–Snyder adiabatic approximation for hydrogen in a strong magnetic field

Let an electron be spread uniformly over a ring of radius $\rho$, with the ring's axis along $z$ and its plane at height $z$ above a proton. Every point of the ring is at distance $\sqrt{\rho^2+z^2}$ from the proton, so in atomic units the Coulomb energy is

$$
-\frac{1}{\sqrt{\rho^2+z^2}} .
$$

Far away this is $-1/|z|$. At $z=0$ it is $-1/\rho$, which is finite, because the electron never meets the proton. A strong magnetic field along $z$ creates a similar situation: it confines the transverse motion to a small orbital and leaves the motion along $z$ free. The orbital is a distribution of rings, including very small ones, so it must be checked that the average over them is still finite.

Lengths are in $a_0$, energies in hartree, and $B$ is in units of $\hbar/(ea_0^2)=2.35\times10^5$ T. The proton is infinitely heavy, the motion is nonrelativistic, and the constant spin energy is omitted. For an electron of charge $-1$ the Hamiltonian is $\tfrac12(\mathbf p+\mathbf A)^2-1/r$. With $\mathbf A=\tfrac B2(-y,x,0)$ the divergence of $\mathbf A$ vanishes, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. Moreover $\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$ and $\tfrac12A^2=\tfrac18B^2\rho^2$. Hence

$$
H=-\frac12\nabla^2+\frac B2L_z+\frac{B^2\rho^2}{8}-\frac1r .
$$

Without the Coulomb term, the lowest Landau level contains many orbitals with different $m$. The Coulomb term is symmetric about $z$ and does not mix them, so each $m$ can be treated separately. Here $m=0$, and the term in $L_z$ drops out. The transverse Hamiltonian is then

$$
h=-\frac12\frac1\rho\frac{d}{d\rho}\rho\frac{d}{d\rho}+\frac{B^2\rho^2}{8}.
$$

Put $x=B\rho^2/2$. Since $d/d\rho=B\rho\,d/dx$ and $B\rho^2=2x$, the radial derivative term becomes $-B\,\frac{d}{dx}x\frac{d}{dx}$, and the quadratic term becomes $Bx/4$. For $\varphi=e^{-x/2}u(x)$ we have $\varphi'=e^{-x/2}(u'-u/2)$, where primes denote $d/dx$, and

$$
(x\varphi')'=e^{-x/2}\left[xu''+(1-x)u'-\frac u2+\frac{xu}{4}\right].
$$

The terms in $xu/4$ cancel in $h\varphi$, leaving

$$
h\varphi=Be^{-x/2}\left[-xu''-(1-x)u'+\frac u2\right].
$$

Laguerre's equation, $xL_n''+(1-x)L_n'+nL_n=0$, therefore gives the energies $B(n+\tfrac12)$, $n=0,1,2,\ldots$. The area element is $2\pi\rho\,d\rho=(2\pi/B)\,dx$, and the $L_n$ are orthonormal with weight $e^{-x}$, so the normalized orbitals are

$$
\varphi_n=\sqrt{\frac{B}{2\pi}}\,L_n\!\left(\frac{B\rho^2}{2}\right)e^{-B\rho^2/4}.
$$

The lowest one, $\varphi_0$, has $L_0=1$ and energy $B/2$. Its mean square radius is $\langle\rho^2\rangle=(2/B)\int_0^\infty xe^{-x}dx=2/B$, so its rms radius shrinks as $B^{-1/2}$.

Now expand the full wave function as $\psi=\sum_k\varphi_k(\rho)f_k(z)$, insert it in $H\psi=E\psi$, multiply by $\varphi_n$ and integrate over the transverse plane. Orthonormality leaves

$$
-\frac12f_n''+\sum_kV_{nk}(z)f_k=\left[E-B\left(n+\tfrac12\right)\right]f_n,
\qquad
V_{nk}(z)=-\left\langle\varphi_n\left|\frac1r\right|\varphi_k\right\rangle ,
$$

where primes on $f$ denote $d/dz$. Nothing has been approximated so far. The adiabatic approximation keeps the $n=0$ function alone. With $V=V_{00}$, $f=f_0$ and $\varepsilon=E-B/2$,

$$
-\frac12f''+V(z)f=\varepsilon f .
$$

The same equation follows from the variational principle. For the product $\psi=\varphi_0f$ with normalized real $f$,

$$
\langle H\rangle=\frac B2+\int_{-\infty}^{\infty}\left[\frac12(f')^2+Vf^2\right]dz .
$$

Varying $f$ at fixed norm, with multiplier $\varepsilon$, and integrating $f'\,\delta f'$ by parts gives $2\int\delta f\,(-\tfrac12f''+Vf-\varepsilon f)\,dz=0$ for every $\delta f$. The lowest $\varepsilon$ thus gives the best energy attainable with the transverse factor frozen at $\varphi_0$, and $B/2+\varepsilon$ is an upper bound to the lowest $m=0$ energy. An electron at rest along $z$ and far from the proton has energy $B/2$, so the binding energy is $-\varepsilon$.

It remains to find $V$. The density $\varphi_0^2=(B/2\pi)e^{-B\rho^2/2}$, multiplied by $2\pi\rho\,d\rho$, gives the weight of each ring:

$$
V(z)=-B\int_0^\infty\frac{\rho\,e^{-B\rho^2/2}}{\sqrt{\rho^2+z^2}}\,d\rho .
$$

Use the distance $u=\sqrt{\rho^2+z^2}$ as the variable. Then $\rho\,d\rho=u\,du$, and this $u$ cancels the Coulomb denominator. The exponent is $-B\rho^2/2=-Bu^2/2+Bz^2/2$. The lower limit $\rho=0$ becomes $u=\sqrt{z^2}=|z|$. Thus

$$
V(z)=-B\,e^{Bz^2/2}\int_{|z|}^{\infty}e^{-Bu^2/2}\,du .
$$

With $t=u\sqrt{B/2}$ and $\operatorname{erfc}(y)=(2/\sqrt\pi)\int_y^\infty e^{-t^2}dt$, the integral equals $\sqrt{2/B}\,(\sqrt\pi/2)\operatorname{erfc}(|z|\sqrt{B/2})$. The prefactor is $B\sqrt{2/B}\,\sqrt\pi/2=\sqrt{\pi B/2}$, and so

$$
V(z)=-\sqrt{\frac{\pi B}{2}}\;e^{Bz^2/2}\,\operatorname{erfc}\!\left(|z|\sqrt{\frac B2}\right).
$$

This average is exact; the approximation lies in the discarded couplings. The modulus cannot be omitted. For negative $z$, an error function without it would tend to 2, and the growing exponential would make the potential diverge, although the ring average is plainly even in $z$.

Since $\operatorname{erfc}(0)=1$, the value at the origin is $V(0)=-\sqrt{\pi B/2}$. The small rings do no harm: their energy grows as $1/\rho$, but their weight falls as $\rho$. The potential is finite there, but not smooth. For $z>0$, differentiate the form with the integral. The exponential contributes $BzV$; the lower limit contributes $+B$, because the two exponentials cancel:

$$
V'(z)=BzV(z)+B,\qquad V'(0^+)=B,\qquad V'(0^-)=-B .
$$

The slope jumps by $2B$. Electrostatics explains this. The same integral gives the interaction of a point charge on the axis with a flat disc of surface density $\varphi_0^2$. The density at the disc's centre is $\sigma=B/2\pi$, and the field across a charged sheet jumps by $4\pi\sigma=2B$. Because $V$ itself is finite, $f$ and $f'$ remain continuous at the origin.

Far from the proton, write $e^{-Bu^2/2}=(Bu)^{-1}\,Bu\,e^{-Bu^2/2}$ and integrate by parts. For $z>0$, three such steps give

$$
\int_z^\infty e^{-Bu^2/2}du=e^{-Bz^2/2}\left[\frac1{Bz}-\frac1{B^2z^3}+\frac3{B^3z^5}\right]-\frac{15}{B^3}\int_z^\infty\frac{e^{-Bu^2/2}}{u^6}\,du .
$$

Multiplying by $-Be^{Bz^2/2}$ and restoring the modulus,

$$
V(z)=-\frac1{|z|}\left[1-\frac1{Bz^2}+\frac3{(Bz^2)^2}-\cdots\right],\qquad Bz^2\gg1 .
$$

The first correction weakens the attraction because the electron's distance from the proton exceeds $|z|$ on every ring of nonzero radius. For the same reason $|V(z)|<1/|z|$ at every finite $B$.

The finite core is essential for even states. If $f(0)\ne0$, the mean of $-1/|z|$ contains $-2f(0)^2\int dz/z$ near the origin and diverges logarithmically. The averaged potential replaces this divergence by a logarithm of $B$. To find its coefficient, write $|V(z)|=\sqrt B\,g(s)$ with $s=\sqrt B\,z$ and $g(s)=\sqrt{\pi/2}\,e^{s^2/2}\operatorname{erfc}(|s|/\sqrt2)$. At fixed $z$, $B\,ds/dB=s/2$, so

$$
B\frac{\partial|V|}{\partial B}=\frac{\sqrt B}{2}\left(g+s\frac{dg}{ds}\right)=\frac{\sqrt B}{2}\frac{d(sg)}{ds}.
$$

For a fixed continuous, bounded $f$, using $dz=ds/\sqrt B$,

$$
B\frac{d}{dB}\int f^2|V|\,dz=\frac12\int_{-\infty}^{\infty}f^2\!\left(\frac{s}{\sqrt B}\right)\frac{d(sg)}{ds}\,ds
\;\longrightarrow\;\frac{f(0)^2}{2}\Big[sg\Big]_{-\infty}^{\infty}=f(0)^2 .
$$

The limit is $B\to\infty$. It can be taken inside the integral because $d(sg)/ds$ falls as $|s|^{-3}$. The last step uses $g\to1/|s|$, so that $sg$ runs from $-1$ to $1$. The mean attraction therefore grows as $f(0)^2\ln B$ when $f$ is held fixed. For $f^2=e^{-z^2}/\sqrt\pi$, raising $B$ from $10^5$ to $10^6$ should add $\ln10/\sqrt\pi=1.2991$ hartree; direct integration gives 1.2990.

The true $f$ is not fixed, since it contracts to exploit the deeper core. Take the trial function $f=\sqrt\kappa\,e^{-\kappa|z|}$, with kinetic energy $\kappa^2/2$ and $f(0)^2=\kappa$. Rescaling $z$ by $\kappa$ shows that its mean attraction is $\kappa F(B/\kappa^2)$, and by the result just found $F(b)\simeq\ln b+C$ for large $b$, with $C$ a constant. Minimizing

$$
\frac{\kappa^2}{2}-\kappa\left[\ln\frac{B}{\kappa^2}+C\right]
$$

gives $\kappa=\ln(B/\kappa^2)+C-2$. The bracket is then $\kappa+2$, and the energy is $-\kappa^2/2-2\kappa$. Within this family the binding energy grows to leading order as $\tfrac12(\ln B)^2$, far more slowly than the core depth $\sqrt{\pi B/2}$. This leading form is reached extremely slowly, mainly because $\ln\kappa^2$ is not small beside $\ln B$: at $B=10^4$ it gives 42 hartree, three times the binding energy tabulated below. Localizing the electron in a core of width $B^{-1/2}$ would cost kinetic energy of order $B$, which at large $B$ is more than the depth repays.

Odd states behave differently. They vanish at the origin, so the bare potential can be used in the limit. For $z>0$, $f=ze^{-z}$ satisfies

$$
-\frac12f''=-\frac12(z-2)e^{-z}=-\frac12f+\frac1zf ,
$$

so it solves the problem with potential $-1/z$ at $\varepsilon=-\tfrac12$. It has no node on the half-line and is the lowest such state. Because $|V|<1/|z|$, the lowest odd adiabatic level lies above $-\tfrac12$. Using $f=ze^{-|z|}$ as a trial function gives an upper bound that tends to $-\tfrac12$ as $B\to\infty$, since $V\to-1/|z|$ at every $z\ne0$ and $f^2/|z|$ is integrable. The lowest odd level thus approaches $-\tfrac12$, while the lowest even level descends without limit. Both limits are properties of the nonrelativistic Hamiltonian. The Landau spacing reaches the electron rest energy at $B=c^2\approx1.9\times10^4$ in these units, or $4.4\times10^9$ T. The fields $10^5$ and $10^6$ used above test the formula but lie beyond the range where this Hamiltonian can be trusted for a real atom, and $B=10^4$ is already about half that field.

The quality of the approximation depends on the couplings to higher Landau orbitals. At the origin $1/r=1/\rho=\sqrt{B/(2x)}$, and with $L_1=1-x$,

$$
V_{01}(0)=-\sqrt{\frac B2}\int_0^\infty x^{-1/2}(1-x)e^{-x}dx
=-\sqrt{\frac B2}\left[\sqrt\pi-\frac{\sqrt\pi}{2}\right]=\frac{V(0)}{2}.
$$

This coupling is as large a fraction of $V(0)$ at any field. What makes it harmless at strong field is the spacing $B$ between Landau levels: the ratio $|V_{01}(0)|/B=\sqrt{\pi/(8B)}$ falls as $B^{-1/2}$.

A rough estimate of the resulting error follows from the equation for $f_n$ with $n\ge1$. Its source is $-V_{n0}f_0$. The coupling has strength of order $\sqrt B$ and range of order $B^{-1/2}$, so its integral over $z$ is of order one. With an energy deficit near $nB$, the response to a point source has height $1/\sqrt{2nB}$ and decay length of the same size. Hence $f_n\sim f_0(0)B^{-1/2}$ over a width $B^{-1/2}$. The weight outside $\varphi_0$ is then of order $f_0(0)^2B^{-3/2}$, and the energy error, a deficit of order $B$ times this weight, is of order $f_0(0)^2B^{-1/2}$.

Consider hydrogen at $B=100$, or $2.35\times10^7$ T. The core depth is $\sqrt{50\pi}=12.533$ hartree. At $z=0.10$ the averaged potential is $-6.557$ hartree, while $-1/|z|$ is $-10$; at $z=1$ the values are $-0.990$ and $-1$. At $z=2$, where $Bz^2=400$, the large-distance series gives

$$
-\frac12\left(1-0.0025+0.00001875\right)=-0.498759\ \text{hartree},
$$

which agrees with quadrature over the orbital to the printed digits. The finite-difference slopes beside the origin are $\pm99.94$, close to $\pm B$. A forward step $h$ gives $B+\tfrac12BV(0)h$ to first order, because differentiating the equation for $V'$ gives $V''(0^+)=BV(0)$; as $V(0)$ is negative, the magnitude must come out slightly below 100.

Solving the one-dimensional equation gives $\varepsilon=-3.7468$ hartree. The total energy is $50-3.7468=46.2532$ hartree. It is positive, yet the electron is bound, because the threshold is at 50. A separate three-dimensional variational calculation, with the transverse factor frozen at $\varphi_0$ and no use of the error-function formula, gives the same $\varepsilon$ to the printed digits. The rms extent along the field is $0.346\,a_0$. The rms radius across it is $\sqrt{2/100}=0.141\,a_0$; since $\langle\rho^2\rangle$ is shared equally by two transverse axes, the rms extent along each is $\sqrt{1/100}=0.100\,a_0$. Comparing axis with axis, the atom is elongated by a factor of about 3.5.

Releasing the transverse factor in that calculation gives a reference for the full $m=0$, even-parity problem. It omits nuclear motion, relativity and the spin energy, and its finite basis makes its binding energy a lower bound within this model. The binding energies in hartree are:

| $B$ | adiabatic | reference | difference | weight outside $\varphi_0$ |
|---|---|---|---|---|
| 10 | 1.6685 | 1.7478 | 0.0793 | $5.7\times10^{-3}$ |
| 100 | 3.7468 | 3.7898 | 0.0430 | $3.0\times10^{-4}$ |
| 1000 | 7.6403 | 7.6624 | 0.0221 | $1.6\times10^{-5}$ |
| 10000 | 14.1304 | 14.1410 | 0.0106 | $7.4\times10^{-7}$ |

At $B=100$ the adiabatic binding energy is 102.0 eV and the reference is 103.1 eV, a shortfall of 1.1% of the reference. The shortfall is 4.5% at $B=10$ and 0.075% at $B=10^4$. Removing one family of functions from the reference basis changes its energies by at most about $10^{-5}$ hartree, far less than the differences in the table. The digits shown belong to the model with an infinitely heavy proton. For the real proton mass, at zero pseudomomentum, the $m=0$ binding energy is $\mu E_b(B/\mu^2)$, where $E_b(B)$ is the infinite-mass binding energy and $\mu$ the reduced mass in electron masses. This lowers the adiabatic value by about 0.0007 hartree at $B=100$ and 0.004 hartree at $B=10^4$, where the shift is over a third of the tabulated difference.

The differences fall by factors of 1.8, 1.9 and 2.1 per decade of field. The estimate $f_0(0)^2B^{-1/2}$, with $f_0(0)^2$ taken roughly as the decay constant $\sqrt{2|\varepsilon|}$, gives 2.1, 2.2 and 2.3. The decay constant is a crude stand-in: the one-dimensional solutions have $f_0(0)^2=0.84$, $1.46$, $2.39$ and $3.61$ at the four fields, well below $\sqrt{2|\varepsilon|}$. With these values the estimate gives 1.8, 1.9 and 2.1, and the difference is close to $0.3\,f_0(0)^2B^{-1/2}$ throughout the table. Over the whole table the core depth grows by $\sqrt{1000}\approx32$, whereas the adiabatic binding energy grows by $14.13/1.669\approx8.5$.

At weak fields the approximation fails, and the finite core shows why. Kinetic energy is not negative, so the adiabatic binding energy cannot exceed $|V(0)|=\sqrt{\pi B/2}$. At $B=0.1$ this limit is 0.396 hartree. The reference energy there is $-0.4975$ hartree, so the binding energy measured from $B/2$ is at least $0.05+0.4975=0.5475$ hartree, beyond the reach of any function $f$. As $B\to0$ the limit vanishes, while the field-free atom remains bound by half a hartree: the Landau orbital has become much wider than the atom, and the proton, not the field, determines the transverse motion. The numerical output below lists the tabulated energies and the reference energy at $B=0.1$.

## Values computed for the example and the checks

```
field B = 100 atomic units = 2.3505e+07 T
atomic unit of field = 2.35052e+05 T
transverse zero-point energy B/2 = 50.0 hartree
z (a0), V quadrature, V formula, -1/|z| (hartree):
  0.00  -12.533141  -12.533141  -infinity
  0.05  -8.763645  -8.763645  -20.00000
  0.10  -6.556795  -6.556795  -10.00000
  0.20  -4.213692  -4.213692  -5.00000
  0.50  -1.928081  -1.928081  -2.00000
  1.00  -0.990286  -0.990286  -1.00000
  2.00  -0.498759  -0.498759  -0.50000
largest relative deviation of formula = 4.4e-16
slope right of origin = 99.94 hartree/a0
slope left of origin = -99.94 hartree/a0
three-term series at z = 2 a0: -0.498759 hartree
coupling V01(0) = -6.26657 hartree
|V01(0)|/B = 0.06267
fixed f, B from 1e5 to 1e6, growth of mean |V|:
  computed 1.29904, |f(0)|^2 ln 10 = 1.29909 hartree
adiabatic eps, shooting = -3.746845 hartree
adiabatic eps, 3D frozen basis = -3.746845 hartree
adiabatic total energy = 46.253155 hartree
adiabatic binding energy = 101.957 eV
reference binding energy = 103.126 eV
rms z = 0.3464 a0
rms rho of phi0 = 0.1414 a0
reference method at B = 0: E = -0.500000 hartree
reference method at B = 0.1: E = -0.497494 hartree
B (a.u.), binding adiabatic, reference, gap (hartree):
  10  1.66852  1.74780  0.07928
  100  3.74685  3.78980  0.04296
  1000  7.64031  7.66242  0.02211
  10000  14.13038  14.14097  0.01059
B (a.u.), gap/binding (%), weight outside phi0, basis change (hartree):
  10  4.536  5.66e-03  1.1e-05
  100  1.134  3.04e-04  4.4e-06
  1000  0.289  1.55e-05  1.9e-06
  10000  0.075  7.41e-07  7.5e-07
```
